# Relative acidity constants by proton exchange: cancellations and remaining errors

## Result

Let HA be an acid whose pK is wanted and HR a reference acid whose pK is known. For the proton exchange

$$\mathrm{HA}+\mathrm{R^-}\rightarrow \mathrm{A^-}+\mathrm{HR}$$

in solution,

$$pK(\mathrm{HA})=pK(\mathrm{HR})+\frac{\Delta G^*_{ex}}{L},\qquad L=RT\ln 10, \tag{1}$$

$$\Delta G^*_{ex}=\Delta G^\circ_{ex}+\Delta G_s(\mathrm{A^-})-\Delta G_s(\mathrm{HA})-\Delta G_s(\mathrm{R^-})+\Delta G_s(\mathrm{HR}). \tag{2}$$

Here $\Delta G^\circ_{ex}$ is the gas-phase free energy of the exchange and $\Delta G_s$ a solvation free energy. Neither the free energy of the proton nor a standard-state correction appears. The errors of the four remaining solvation energies do appear, and at 298.15 K each 5.71 kJ/mol of net error costs one pK unit.

Both acids are dilute solutes in the same solvent at the same temperature, with pK values on the same 1 mol/L scale. The pK is the thermodynamic one, referred to ideal dilute behaviour. No solvent molecule appears as a reagent.

## What a pK measures

The superscript $*$ marks an ideal solute at $c^\circ=1$ mol/L. In a dilute solution of nearly constant volume $V$, solute $i$ has chemical potential

$$\mu_i=\mu_i^*+RT\ln(c_i/c^\circ).$$

The solvent's chemical potential is lowered by $RT\sum_i n_i/n_s$, because $\ln x_s\simeq-\sum_i n_i/n_s$ for its mole fraction $x_s$. Multiplying by the amount of solvent $n_s$ gives $-RT\sum_i n_i$, so that

$$\frac{G}{V}=\text{const}+\sum_i c_i\left[\mu_i^*+RT\ln\frac{c_i}{c^\circ}-RT\right].$$

Let the dissociation $\mathrm{HA}\to\mathrm{A^-}+\mathrm{H^+}$ advance by $d\xi$ per volume. Then $dc_i=\nu_i\,d\xi$, with $\nu=+1$ for the products and $-1$ for HA. Differentiating $c_i\ln c_i$ produces an extra $+RT$ for each species, which cancels the $-RT$. The minimum of $G$ is therefore at

$$0=\sum_i\nu_i\mu_i^*+RT\ln\frac{[\mathrm{H^+}][\mathrm{A^-}]}{[\mathrm{HA}]\,c^\circ}=\Delta G^*_{diss}+RT\ln K.$$

Since $pK=-\log_{10}K=-\ln K/\ln 10$,

$$\Delta G^*_{diss}=L\,pK. \tag{3}$$

## From gas to solution

The superscript $\circ$ marks an ideal gas at $p^\circ=1$ bar. Solvation free energies are defined here for transfer between equal concentrations in gas and solution. Before transfer, the gas must be brought from $p^\circ$ to the pressure $c^\circ RT$ that corresponds to 1 mol/L. The reversible isothermal change per mole is

$$C=\int_{p^\circ}^{c^\circ RT}\frac{RT}{p}\,dp=RT\ln\frac{c^\circ RT}{p^\circ}, \tag{4}$$

which is 7.96 kJ/mol at 298.15 K. In the logarithm $c^\circ$ is expressed in mol/m³ if $p^\circ$ is in Pa. Each solute, whatever its identity, thus has

$$\mu_i^*=G_i^\circ+C+\Delta G_s(i). \tag{5}$$

For the proton, $G^\circ$ is purely translational, if nuclear spin is left out as it is for the other species. With $q=V/\Lambda^3$, $\Lambda=h/\sqrt{2\pi m_pk_BT}$ and $N=p^\circ V/(k_BT)$ particles,

$$G^\circ(\mathrm{H^+})=-RT\ln\frac{q}{N}=-RT\ln\frac{k_BT}{p^\circ\Lambda^3},$$

or $-26.3$ kJ/mol.

## The direct cycle

Insert (5) for each species in the dissociation:

$$\begin{aligned}\Delta G^*_{diss}(\mathrm{HA})={}&G^\circ(\mathrm{A^-})+G^\circ(\mathrm{H^+})-G^\circ(\mathrm{HA})+(C+C-C)\\&+\Delta G_s(\mathrm{A^-})+\Delta G_s(\mathrm{H^+})-\Delta G_s(\mathrm{HA}).\end{aligned} \tag{6}$$

One $C$ survives because one solute becomes two. Omitting it lowers the calculated pK by $7.959/5.708=1.39$. The direct cycle also needs $\Delta G_s(\mathrm{H^+})$, a large number: an error of 10 kJ/mol in it shifts every calculated pK by 1.75.

## Subtracting the reference

Write (6) for HR and subtract it from (6) for HA. The terms common to both are

$$G^\circ(\mathrm{H^+})+C+\Delta G_s(\mathrm{H^+}),$$

and they vanish from the difference. The rest is

$$\begin{aligned}\Delta G^*_{diss}(\mathrm{HA})-\Delta G^*_{diss}(\mathrm{HR})={}&\left[G^\circ(\mathrm{A^-})+G^\circ(\mathrm{HR})-G^\circ(\mathrm{HA})-G^\circ(\mathrm{R^-})\right]\\&+\Delta G_s(\mathrm{A^-})-\Delta G_s(\mathrm{HA})-\Delta G_s(\mathrm{R^-})+\Delta G_s(\mathrm{HR}).\end{aligned}$$

The square bracket is $\Delta G^\circ_{ex}$, so the right side is (2). By (3), the left side is $L[pK(\mathrm{HA})-pK(\mathrm{HR})]$. Division by $L$ gives (1).

The standard-state term can also be counted within the exchange itself. Two solutes become two solutes, so its coefficient is $1+1-1-1=0$. This argument fails if explicit solvent molecules are consumed or released: the coefficients then need not sum to zero, and the solvent is not a solute at 1 mol/L.

The sign is easily checked. If $\Delta G^*_{ex}>0$, HA gives up its proton less readily than HR, and its pK is higher.

## The surface potential

An ion entering a liquid may cross an electrical potential step $\chi$ at the surface. Some solvation energies include the resulting term $qF\chi$, with $q$ the charge number and $F$ the Faraday constant, and others do not.

For acids of charge $z_A$ and $z_R$, the base forms have charges $z_A-1$ and $z_R-1$. The exchange contains

$$F\chi\left[(z_A-1)+z_R-z_A-(z_R-1)\right]=0.$$

The direct cycle contains $F\chi[(z_A-1)+1-z_A]=0$, provided that all its ions follow the same convention. If the proton value includes the step while the other solvation energies omit it, the direct pK is shifted by $F\chi/L$. For $\chi=0.1$ V this is 1.69 pK units. Exchange removes this inconsistency because the proton value is not used. It still requires the ions of both acids to follow one convention: if those of one acid include the step and those of the other omit it, the exchange pK is shifted by $F|\chi|/L$ in magnitude.

## Exchange as a one-point calibration

Let $pK_{dir}$ denote a result of the direct cycle calculated with any fixed proton value. Since $\Delta G^*_{ex}$ is the difference of two such dissociation energies, (1) can be written

$$pK_{ex}(\mathrm{HA})=pK_{dir}(\mathrm{HA})-\left[pK_{dir}(\mathrm{HR})-pK(\mathrm{HR})\right].$$

The bracket is the calculated error for the reference, if its known pK is correct. Exchange subtracts this error from the result for HA. With a correct reference pK, this reduces the magnitude of the error if the two direct errors have the same sign and that of HR is less than twice that of HA. If the signs differ, or if the error of HR is more than twice as large, exchange does harm.

## Propagating the solvation errors

Let $\delta$ mean calculated minus true. Take the gas-phase energies as correct for now, and define

$$d_A=\delta(\mathrm{A^-})-\delta(\mathrm{HA}),\qquad d_R=\delta(\mathrm{R^-})-\delta(\mathrm{HR}).$$

If the proton solvation value has error $h$, then (6) and (2) give

$$\delta pK_{dir}=\frac{d_A+h}{L},\qquad \delta pK_{ex}=\frac{d_A-d_R}{L}+\delta pK(\mathrm{HR}). \tag{7}$$

The exchange has replaced $h$ by $-d_R$ and added the error of the reference pK. Errors in the gas-phase energies of the acid and base forms can be included in $d_A$ and $d_R$ without changing (7).

## Why ionic errors can be shared

A simple model of an ion is a charge $\pm e$ in a sphere of radius $a$, surrounded by a medium of relative permittivity $\varepsilon$. Outside the sphere the displacement field is $D=e/(4\pi r^2)$ in magnitude, and its energy density is $D^2/(2\varepsilon_0\varepsilon)$. Inside, the field is the same with and without solvent. The solvation energy per mole is

$$\begin{aligned}\Delta G_s&=N_A\int_a^\infty\frac{e^2}{32\pi^2\varepsilon_0r^4}\left(\frac1\varepsilon-1\right)4\pi r^2\,dr\\&=-\frac{B}{a},\qquad B=\left(1-\frac1\varepsilon\right)\frac{N_Ae^2}{8\pi\varepsilon_0}.\end{aligned}$$

This is the Born model. It leaves out the molecular structure of the solvent, including hydrogen bonds.

Suppose that a calculation makes every radius too large by the fraction $\lambda$. The error of an ion is

$$\delta=-\frac{B}{(1+\lambda)a}+\frac Ba=\frac{B}{a}\,\frac{\lambda}{1+\lambda}.$$

It is positive for $\lambda>0$, because the ion is stabilized too little. For two neutral acids,

$$d_A-d_R=\frac{B\lambda}{1+\lambda}\left(\frac1{a_A}-\frac1{a_R}\right)-\delta(\mathrm{HA})+\delta(\mathrm{HR}). \tag{8}$$

The ionic part vanishes for equal radii, whatever $\lambda$ is. It is proportional to the difference of the inverse radii, so for a given $a_A$ its magnitude grows as $a_R$ moves away from $a_A$.

Now let the reference be a cationic acid, $\mathrm{BH^+}\to\mathrm{B}+\mathrm{H^+}$. The ion is then the acid form, so that $d_R=\delta(\mathrm{B})-\delta(\mathrm{BH^+})$ and

$$d_A-d_R=\frac{B\lambda}{1+\lambda}\left(\frac1{a_A}+\frac1{a_R}\right)-\delta(\mathrm{HA})-\delta(\mathrm{B}). \tag{9}$$

The proton and standard-state terms still cancel, but the ionic errors add. The exchange converts a neutral acid and a neutral base into two ions, and for $\lambda>0$ both ions are understabilized. The addition rests on the assumption that cation and anion radii err in the same direction. If they err in opposite directions, the two ionic errors have opposite signs and partly cancel.

## Worked example: known errors

The acids below are models with round parameters, not particular substances. With $\varepsilon=80$, $B=685.99$ kJ/mol Å. HA has an anion of radius 2.1 Å, a neutral solvation energy of $-25$ kJ/mol and a gas deprotonation free energy of 1425 kJ/mol. For HR the values are 2.0 Å, $-30$ kJ/mol and 1430 kJ/mol. The true proton solvation energy is set to $-1100$ kJ/mol.

The direct cycle gives

$$\Delta G^*_{diss}(\mathrm{HA})=1425+7.96-326.66-1100+25=31.30\ \text{kJ/mol},$$

$$\Delta G^*_{diss}(\mathrm{HR})=1430+7.96-343.00-1100+30=24.96\ \text{kJ/mol}.$$

The first sum is 31.29 kJ/mol with unrounded terms. Dividing by 5.708 kJ/mol gives pK values of 5.48 and 4.37. The exchange free energy is 6.33 kJ/mol before rounding of the terms, or 1.11 pK units.

A check of (3) and (1), using the same standard free energies but not the equilibrium condition, places 0.1 mol/L of each acid in the same solution and minimizes its free energy numerically. The result is $[\mathrm{A^-}]=1.552\times10^{-4}$ and $[\mathrm{R^-}]=1.962\times10^{-3}$ mol/L. Their sum is $[\mathrm{H^+}]=2.117\times10^{-3}$ mol/L, since the model omits the solvent's own dissociation. Hence

$$K(\mathrm{HA})=\frac{(2.117\times10^{-3})(1.552\times10^{-4})}{0.1-1.552\times10^{-4}}=3.29\times10^{-6},$$

which again gives a pK of 5.48. In a further test, changing the proton solvation energy by 10 kJ/mol moved both pK values but left their difference unchanged within numerical tolerance.

Next, the calculation is given known faults. All ionic radii are 5 % too large, the proton value is too high by 10 kJ/mol, and the solvation energies of HA and HR are too high by 2 and 1 kJ/mol. For HA,

$$\delta(\mathrm{A^-})=326.66\times\frac{0.05}{1.05}=15.56\ \text{kJ/mol},\qquad d_A=15.56-2=13.56\ \text{kJ/mol}.$$

The direct error is $(13.56+10)/5.708=4.13$ pK units. Three references are compared. Each has its pK taken as known without error and the solvation energy of its neutral form too high by 1 kJ/mol:

- **HR, an anion of similar size.** Here $d_R=15.33$ kJ/mol, so the error is $(13.56-15.33)/5.708=-0.31$ pK units. The ions leave $15.56-16.33=-0.78$ kJ/mol before rounding, and the neutral forms leave $-1$ kJ/mol. With such similar ions, the small neutral errors are no longer negligible.
- **A larger anion, radius 3.0 Å.** The ionic error is 10.89 kJ/mol, so $d_R=10.89-1=9.89$ kJ/mol, and the error is $(13.56-9.89)/5.708=0.64$ pK units. The ionic errors cancel less completely, as (8) predicts.
- **A cationic acid, radius 2.0 Å.** Here $d_R=1-16.33=-15.33$ kJ/mol, and the error is $(13.56+15.33)/5.708=5.06$ pK units.

The last result is worse than the direct one. By (7), exchange has replaced the proton error of $+10$ kJ/mol by $-d_R=+15.33$ kJ/mol, which has the same sign as $d_A$ and is larger.

## Random errors

Usually the individual errors are unknown, and one has estimates of their spread over a class of acids. Let the ionic errors have standard deviation $\sigma_i$ and correlation $\rho_i$ between HA and HR. Let $\sigma_n$ and $\rho_n$ be the corresponding quantities for the neutral forms. Assume that ionic and neutral errors are uncorrelated, both within each acid and between the two acids, and that the mean of $d$ is the same for both acids. Then

$$\mathrm{Var}[\delta(\mathrm{A^-})-\delta(\mathrm{R^-})]=\sigma_i^2+\sigma_i^2-2\rho_i\sigma_i^2=2\sigma_i^2(1-\rho_i),$$

and likewise for the neutral forms. If the reference pK has an independent standard uncertainty $u$ and no bias,

$$\sigma_{pK}^2=\frac{2\sigma_i^2(1-\rho_i)+2\sigma_n^2(1-\rho_n)}{L^2}+u^2. \tag{10}$$

Even perfect correlation leaves the uncertainty $u$ of the reference. The independence of ionic and neutral errors is a simplification: in a molecular cavity model, radii that are too large weaken the electrostatic solvation of polar neutral forms as well as of ions, and (10) then needs the corresponding covariance terms.

Take $\sigma_i=12$ kJ/mol, $\sigma_n=3$ kJ/mol, $\rho_i=0.8$, $\rho_n=0.5$ and $u=0.1$. Then

$$\sigma_{pK}^2=\frac{57.6+9.0}{5.708^2}+0.01=2.05,\qquad \sigma_{pK}=1.43.$$

Without correlation, $\sigma_{pK}$ rises to 3.07. The random part of the direct error is $\sqrt{12^2+3^2}/5.708=2.17$ pK units. An uncorrelated reference thus adds noise, although it still removes a common offset.

## When exchange is the better choice

Let $d_A$ and $d_R$ have the same mean $b$, the same variance $s^2$ and correlation $r$. Put $U=Lu$ and treat $h$ as a fixed offset. The mean-square errors in energy units are

$$E_{dir}=s^2+(b+h)^2,\qquad E_{ex}=2s^2(1-r)+U^2.$$

The bias $b$ cancels from the exchange. Requiring $E_{ex}<E_{dir}$ gives

$$2s^2-2s^2r+U^2<s^2+(b+h)^2,$$

and, after collecting terms and dividing by $2s^2$,

$$r>\frac12\left[1+\frac{U^2-(b+h)^2}{s^2}\right]. \tag{11}$$

Three cases show its content:

- If $b+h=0$ and $u=0$, the correlation must exceed one half. The direct route then has no offset, either because the solvation bias and the proton error both vanish or because they cancel.
- If $(b+h)^2>s^2+U^2$, the threshold is negative, and even an uncorrelated reference improves the result.
- If $U^2\ge s^2+(b+h)^2$, the threshold is at least one. The reference pK is then too uncertain for exchange to be better.

For the spreads above, $s^2=153$ (kJ/mol)² and

$$r=\frac{\rho_i\sigma_i^2+\rho_n\sigma_n^2}{\sigma_i^2+\sigma_n^2}=\frac{115.2+4.5}{153}=0.78.$$

Let $b=-4$ and $h=10$ kJ/mol, so that $b+h=6$ kJ/mol. With $U=0.57$ kJ/mol, the threshold (11) is 0.38. The example lies above it: the root-mean-square error is 1.43 pK units for exchange and 2.41 for the direct route. Random sampling at the threshold gives 2.41 for both. These figures describe the assumed error distribution, not the accuracy of a particular solvation model. The numerical output lists the inputs and results.

## Computed results

```
Temperature: 298.15 K
RT: 2.4790 kJ/mol
RT ln10, one pK unit: 5.7080 kJ/mol
Standard-state term C: 7.959 kJ/mol
Proton gas free energy: -26.285 kJ/mol
Proton solvation, model: -1100.0 kJ/mol
Relative permittivity: 80.0
Born constant B: 685.99 kJ/mol angstrom
HA: acid charge 0, radius 2.1 A
  gas deprotonation 1425.0 kJ/mol
  neutral solvation -25.0 kJ/mol
  ion solvation -326.66 kJ/mol
  true pK 5.483
  errors: ion 15.555, neutral 2.0, d 13.555 kJ/mol
HR: acid charge 0, radius 2.0 A
  gas deprotonation 1430.0 kJ/mol
  neutral solvation -30.0 kJ/mol
  ion solvation -343.00 kJ/mol
  true pK 4.373
  errors: ion 16.333, neutral 1.0, d 15.333 kJ/mol
large: acid charge 0, radius 3.0 A
  gas deprotonation 1320.0 kJ/mol
  neutral solvation -30.0 kJ/mol
  ion solvation -228.66 kJ/mol
  true pK 5.132
  errors: ion 10.889, neutral 1.0, d 9.889 kJ/mol
cation: acid charge 1, radius 2.0 A
  gas deprotonation 810.0 kJ/mol
  neutral solvation -30.0 kJ/mol
  ion solvation -343.00 kJ/mol
  true pK 5.423
  errors: ion 16.333, neutral 1.0, d -15.333 kJ/mol
Equilibrium, 0.1 mol/L each: A- 1.552e-04, R- 1.962e-03 mol/L
pK from minimization: HA 5.483, HR 4.373
Exchange free energy HA/HR: 6.333 kJ/mol
Exchange pK difference: 1.110 pK
Direct pK shift if C is omitted: -1.394 pK
Direct pK shift, mixed convention, 0.1 V: 1.690 pK
Radius error 5 %, proton error 10.0 kJ/mol
Proton error alone: 1.752 pK
Direct error for HA: 4.127 pK
Exchange error, reference HR: -0.311 pK
Exchange error, reference large anion: 0.642 pK
Exchange error, reference cation: 5.061 pK
Spreads: ion 12.0, neutral 3.0 kJ/mol
Correlations: ion 0.8, neutral 0.5
Reference pK uncertainty: 0.10 pK
Exchange sigma: formula 1.433, sampled 1.432 pK
Exchange sigma, no correlation: 3.066 pK
Direct random sigma, no offset: 2.167 pK
Common bias b -4.0, b+h 6.0 kJ/mol
Direct rms error with offset: 2.408 pK
Correlation r: example 0.782, break-even 0.383
Sampled rms at break-even: direct 2.410, exchange 2.411 pK
```
